Fixed-Voltage Electrodes in a Fully Periodic Cell with a Finite Field

**1. Definitions and conventions**

The derivation uses Hartree atomic units, with 4πε₀ = 1 and charges in units of e. The example uses nm, V and e; there each Coulomb interaction is multiplied by k = e/(4πε₀) = 1.43996 V nm.

A cell has lateral area A, length L along z and volume Ω = AL. From low to high z it contains a left electrode, fixed ionic charges in the liquid region, and a right electrode. The cell is neutral. The right electrode is to be held at a potential ΔV above the left one.

Each electrode atom i, at fixed position r_i, carries an adjustable charge q_i. All charges, ionic ones included, are Gaussians proportional to exp(−η²r²). Two of them interact through erf(αr)/r with α = η/√2, and their self-energies are included. For given ions, the metal charges minimise an energy at fixed total metal charge. This is a classical model of a metal.

Two electrostatic energies are needed, both quadratic in the charges:

U₂: periodic in x and y, isolated along z;
U₃: periodic in x, y and z, without the zero-wavevector term (the usual Ewald energy with conducting boundary conditions).

With z measured in the cell that has the liquid in its middle, define

M = Σ q_i z_i (all charges),  Q_R = Σ q_i (right electrode).

The reference capacitor minimises

W₂ = U₂ − ΔV Q_R.  (1)

Indeed, ∂U₂/∂q_i is the potential φ_i at atom i. With a multiplier μ for the fixed total charge, stationarity gives φ_i = μ on the left and φ_i = μ + ΔV on the right.

The periodic calculation adds a uniform field E along +z:

W₃ = U₃ − EM − ΔV Q_R.  (2)

Here E is still free. The distance between the last layer of the right electrode and the first layer of the next left electrode is the back gap b.

**2. The theorem**

Assume that

(a) the cell is neutral and the ions stay between the electrodes;
(b) in the reference capacitor, the layers at the back of each electrode carry negligible charge, and the metal interior is free of field;
(c) charged layers and ions are separated from their images across the metal by a distance large compared with the lateral period divided by 2π.

Then, for

E = −ΔV/L,  (3)

the fully periodic calculation has the same metal charges and the same forces on the ions as the reference capacitor. The two minimum energies differ by AΔV²/(8πL), which does not depend on the ions. With this field, the term −ΔV Q_R need not be imposed separately: the two electrodes can be treated as one conductor joined through the cell boundary.

The length in (3) is the full period, metal included, and not the distance between the electrodes.

**3. Lemma 1: the field supplies the voltage**

The total potential is Φ(r) = φ_per(r) − Ez, where φ_per is periodic. Therefore

Φ(z + L) − Φ(z) = −EL.  (4)

A conductor and its next image along z differ in potential by −EL, which equals ΔV when (3) holds. The liquid lies between a conductor and its image, so it feels this voltage.

To see the same in the energy, move the right electrode by −L so that it touches the left one. The dipole becomes

M′ = M − LQ_R.

Because EL = −ΔV,

−EM′ = −EM + ELQ_R = −EM − ΔV Q_R.

Hence (2) becomes

W₃ = U₃ − EM′.  (5)

No electrode potentials appear in (5). The voltage is contained in the choice of dipole, which must be computed with the metal in one piece.

An ion of charge q that is displaced by L returns to an equivalent place. U₃ is unchanged and the energy shifts by −EqL = qΔV. This constant does not involve the metal charges, so charges and forces stay the same. The energy does jump, however, and a continuous energy record requires ionic coordinates that are not folded back into the cell.

**4. Lemma 2: the two electrostatic energies**

Split each interaction into lateral Fourier components G. For G = 0 the charges act as uniform sheets. A unit charge spread over area A produces, in the isolated case, the potential

−2π|z|/A.

In the periodic case its potential p must satisfy p″ = −(4π/A)[δ(z) − 1/L] within one period, because the omitted zero-wavevector term acts as a neutralising background. For |z| < L the solution is

p(z) = (1/A)(−2π|z| + 2πz²/L + constant).

Its slope is −2π/A just above z = 0 and +2π/A just below z = L, so it has the required jump of −4π/A at each sheet. Gaussian smearing changes |z| equally in both cases and adds a constant to z². Constants cancel for a neutral cell. The difference of the energies is therefore

½ Σ_ij q_i q_j (2π/Ω)(z_i − z_j)²
= (π/Ω)[2(Σ q_i)(Σ q_j z_j²) − 2M²]
= −2πM²/Ω,

where Σ q_i = 0 removed the first term. Thus

U₃ = U₂ − 2πM²/Ω + R.  (6)

The remainder R contains the components G ≠ 0 of images displaced along z, and the overlap of Gaussian tails across the boundary. Outside such overlap, a component G decays as exp(−Gs) with the separation s. The smallest G of a square cell is 2π divided by its side. A pair of charges contributes appreciably to R only if it is close across the boundary.

For one random neutral set of charges in a cell with a 3 nm back gap, the two sides of (6), with R omitted, both give U₃ − U₂ = −1.3158493 eV.

**5. Lemma 3: the field behind the electrodes**

Define

D = E + 4πM/Ω.  (7)

D is the laterally averaged field at the cell boundary, behind both electrodes. To show this, let ρ(z) be the laterally averaged charge density and F(z) the averaged total field. Gauss's law gives

F(z) = F(0) + 4π ∫₀^z ρ(z′) dz′.

The periodic potential contributes no mean field, so the mean of F over the cell is E. Exchanging the order of integration,

E = F(0) + (4π/L) ∫₀^L ρ(z′)(L − z′) dz′ = F(0) − 4πM/Ω.

The last step uses ∫ρ dz = 0 and ∫ρz dz = M/A. Hence F(0) = D.

In the reference capacitor the field vanishes outside the slab. With M₂ its dipole, the potential difference between its two outer sides is

−∫F dz = −4π ∫dz ∫_{−∞}^z ρ(z′) dz′ = 4πM₂/A,  (8)

by integration by parts. If the metal screens, the back atoms are uncharged and no field separates them from the outside. The outer potentials then equal the electrode potentials, and

4πM₂/A = ΔV.  (9)

**6. Proof of the theorem**

Insert (6) into (2):

W₃ = W₂ − 2πM²/Ω − EM + R.

Now complete the square. From (7),

ΩD²/8π = ΩE²/8π + EM + 2πM²/Ω,

so that

W₃ = W₂ − ΩD²/8π + ΩE²/8π + R.  (10)

This holds for any neutral set of charges and any E. Differentiate with respect to a metal charge. Because (6) holds for neutral sets, the derivative is determined only up to a constant common to all metal atoms, which the multiplier for the fixed total charge absorbs; it is left out below. Since ∂D/∂q_i = 4πz_i/Ω,

∂W₃/∂q_i = ∂W₂/∂q_i − Dz_i + ∂R/∂q_i.  (11)

Evaluate this at the reference charges. The first term on the right is the same constant for all metal atoms. By (9), D = E + ΔV/L, which vanishes when E = −ΔV/L. The derivative of R at atom i is a sum over charges close to i across the boundary, and by (b) and (c) these are negligible. The reference charges are therefore stationary for W₃.

They are also its minimum. U₃ is a sum over wavevectors of squared Fourier amplitudes of the charge density with positive weights, so it is convex in the charges. It is strictly convex because Gaussians at distinct sites are linearly independent. The terms in E and ΔV are linear and do not alter the curvature, so the stationary point is unique.

At this point (10) gives

W₃ − W₂ = ΩE²/8π = AΔV²/(8πL).  (12)

The metal charges are stationary in both problems, so their response to an ionic displacement does not contribute to the force at first order. The derivative of D² is 2D times the derivative of D, which vanishes with D. The derivative of R with respect to an ionic position is negligible by (b) and (c), because it involves only charges close to the ion across the boundary. The forces on the ions are therefore equal. ∎

**7. Thin metal and wrong fields**

Suppose now that R is negligible because the back gap is wide, but that screening is incomplete. By (11), the periodic calculation solves the reference problem with an additional external field D. The problem is linear in the metal charges, so at fixed ions and fixed ΔV

M = M₂ + κD,

where κ is the dipole response of the slab to a field at fixed electrode potentials. Substitution into (7) gives

D(1 − 4πκ/Ω) = E + 4πM₂/Ω.

Multiply by L and write w = 4πκ/A:

D = (EL + 4πM₂/A)/(L − w).  (13)

For thick, perfectly screening metal, the induced potential difference cancels Dw over the whole width between the outer faces, so w is that width and L − w = b, apart from a small shift set by the atomic structure of the faces and by the Gaussian width (about 0.03 nm for the electrodes of section 9; its size and sign depend on η). With (9), equation (13) becomes

D = (EL + ΔV)/b.

Within this limit (3) is the one field for which the back region is free of field. If E = 0 and two potentials are imposed in the periodic cell, D = ΔV/b. A second capacitor has then formed through the cell boundary. For E = −ΔV/L and imperfect metal, (13) leaves only the screening defect 4πM₂/A − ΔV in the numerator.

**8. Lemma 4: electrode charge for fixed ions**

Let state a be the reference capacitor without ions at voltage V₀, and let state b have the ions present and both electrodes at the same potential μ_b. The interaction matrix is symmetric, so

Σ q_i(a) φ_i(b) = Σ q_i(b) φ_i(a).

The left side is μ_b times the total metal charge of state a, which is zero. On the right, the metal contributes V₀Q_R(b) plus a constant times its total charge. That total is zero if the ions are neutral together. Hence

V₀Q_R(b) + Σ_ions q φ_a = 0.

Away from the atomic structure of the surfaces, φ_a rises linearly with slope V₀/d_eff. Here d_eff = AV₀/(4πQ_R(a)) is the effective gap. The constant part of φ_a cancels, and Q_R(b) = −M_ion/d_eff, with M_ion = Σ_ions qz. Adding the charge due to the voltage gives

Q_R = (AΔV/4π − M_ion)/d_eff.  (14)

An ionic dipole pointing towards the left electrode thus adds positive charge to the right one.

**9. Example: gold-like electrodes and eight ions**

The electrodes have (100) layers with a rough gold lattice constant of 0.408 nm and nine atoms per layer. The cell side is 0.8655 nm, A = 0.7491 nm², the layer spacing is 0.204 nm and 1/η = 0.050 nm. The front planes are d = 2.40 nm apart and ΔV = 2.0 V. Eight one-site ions of charge ±0.8 e serve as a simple stand-in for an ionic liquid; their fixed positions are illustrative and are not taken from a simulation of a real liquid. Their positions are listed in the numerical output, and M_ion = −0.1120 e nm.

*One layer per electrode, wide back gap.* Take b = 2.0 nm and L = 4.40 nm. The reference slab has an outer potential jump of 1.93749 V, which is 0.06251 V below ΔV. The response width is w = 2.3681 nm, so L − w = 2.0319 nm. For the correct field, (13) gives

D = −0.06251/2.0319 = −0.0308 V/nm.

For E = 0 it gives

D = 1.93749/2.0319 = 0.9535 V/nm.

Direct solution of the periodic problem, with D obtained by integrating Gauss's law, agrees with the formula to the printed six decimals in both cases. The right electrode carries 0.08009 e in the reference, 0.07883 e with the field and 0.11904 e without it. Relative to the reference, the error is −1.6 % with the field and +49 % without it.

For this Gaussian width w is slightly smaller than d, which a single-plane argument explains. The sign is tied to η: d − w is +0.082 nm at 1/η = 0.040 nm and −0.003 nm at 0.060 nm. Let the planes carry ±σ per area. Let the potential at an atom of the positive plane exceed the value for ideal uniform sheets by 4πℓσ, and let it lie below that value by the same amount at an atom of the negative plane. At equal electrode potentials in an outer field D,

0 = d(4πσ − D) + 8πℓσ,
σ = Dd/[4π(d + 2ℓ)],
w = 4πσd/D = d²/(d + 2ℓ).

The printed w gives d + 2ℓ = 2.40²/2.3681 = 2.432 nm. The extra charge should then be d/(d + 2ℓ) = 0.987 times the plate value AD/4π. The computed ratio without field is 0.03895/0.03947 = 0.987.

*Joined metal.* Now let b equal the layer spacing, so that the metal continues through the boundary. The difference in right-electrode charge, field calculation minus reference, is:

1 layer per electrode: −1.14 × 10⁻² e
2 layers: −2.2 × 10⁻⁴ e
3 layers: +2.2 × 10⁻⁵ e
4 layers: +2.1 × 10⁻⁶ e
5 layers: +5.9 × 10⁻⁸ e

With one layer the error is 14 % of the charge. Formula (13), with L = 2.604 nm and hence L − w = 0.236 nm, gives D = −0.265 V/nm. This corresponds to a charge error of −0.0108 e. The rest of the −0.0114 e comes from R, which was neglected in (13) and is not small at such a short back gap. With more layers both errors fade, as assumption (b) requires. For 1/η = 0.050 nm the sign changes between two and three layers, so the approach need not be one-sided. Size and sign depend on the Gaussian width: the three-layer difference is −4.3 × 10⁻⁴ e at 1/η = 0.040 nm and −8.5 × 10⁻⁵ e at 0.070 nm.

With four layers L = 3.828 nm, and the applied field has magnitude

2.0/3.828 = 0.522 V/nm = 5.22 MV/cm.

The nominal gap field, voltage divided by gap, is larger in magnitude: 2.0/2.40 = 0.833 V/nm. The averaged field between the front planes is somewhat smaller, because part of the potential drop lies within the smeared charge of the front layers and a similar part between the front and second layers, as the second layers also carry some charge (about 8 % of the front-layer charge at this Gaussian width; it nearly vanishes at 1/η = 0.060 nm and changes sign beyond). The induced charges cancel the field in the metal and concentrate the potential drop in the gap. Integrating the computed field between the two metal interiors recovers 2.0001 V.

The constant in (12) is, with the factor k restored,

AΔV²/(8πkL) = 0.7491 × 4/(8π × 1.43996 × 3.828) = 0.02163 eV,

equal to the computed W₃ − W₂. Moving the fifth ion by (0.05, −0.04, 0.12) nm changes the energy by −0.631740 eV in both calculations, as it must if the forces agree along the way.

For the charge law, the computed change of Q_R between 0 and 2 V gives d_eff = 2.4298 nm. Equation (14) then reads

Q_R = [0.7491 × 2.0/(4π × 1.43996) + 0.1120]/2.4298
= (0.0828 + 0.1120)/2.4298 = 0.0802 e.

The full solution gives 0.0802 e, or 1.71 μC/cm². Of this, 0.0461 e is present at zero voltage because of the ionic dipole. The part due to the voltage is 0.73 μC/cm². Going from four to five layers shifts the charge by −2.0 × 10⁻⁶ e. Halving the exponent that sets the plane-wave cutoff, from 20 to 10, shifts it by 1.7 × 10⁻⁷ e. The Gaussian width, a free parameter of the model, matters more: between 1/η = 0.040 and 0.070 nm, d_eff goes from 2.47 to 2.37 nm, the charge density from 1.69 to 1.76 μC/cm² and its voltage part from 0.72 to 0.75 μC/cm².

**10. The model beside a real cell**

A voltage of 2 V lies within the rough stability window of many ionic liquids, but a gap of 2.4 nm and a lateral period below 1 nm are far smaller than in ordinary devices. The largest omission is the motion of the ions. If they formed compact layers at the closest ion distances used here, 0.45 and 0.42 nm from the front planes, and screened the liquid between these layers completely, the voltage part would rise from 0.73 to about 2.0 μC/cm². Electronic polarisation of the liquid, with a rough permittivity of 2, would raise either value: by a factor of two if the polarisable medium reached the front planes, and by less otherwise. The nominal gap field of 8.3 MV/cm does not depend on the ions, but the actual distribution of the field does; mobile ions would move most of the drop to the interfaces.

Other omissions are smaller or of a different kind. A free-electron estimate with one electron per atom gives a Thomas-Fermi length of 0.059 nm. This changes the voltage part by a few per cent, with a sign that depends on where the electron gas is taken to end. Counted from the front atomic planes, the length widens the gap to 2.52 nm and lowers the charge; counted from half a layer spacing outside them, it gives a gap of 2.31 nm and a higher charge. Electron spill-out, not estimated here, would narrow the gap and raise the charge. For a rough barrier 4 eV high and 2.2 nm wide (the gap less half a layer spacing on each side), the approximate Simmons formula gives a tunnel current of about 5 × 10⁻⁹ A/cm², and exact one-dimensional transmission through the tilted barrier between free-electron leads gives about 2 × 10⁻⁸ A/cm²; the value falls steeply with the width. At these rates a charge equal to that on the electrode would take between about a hundred and several hundred seconds to pass. The estimate leaves out the lowering of the barrier by image forces, which raises the current by roughly a factor of 10² for a permittivity of 2 and 4 × 10³ in vacuum, and brings this time to about 1 s and 0.02 s. Even then it remains long compared with a molecular simulation of some nanoseconds.

Minimising the metal charges also removes their thermal fluctuation. For Q_R in the reference capacitor at 300 K and fixed ions, it is √(k_B T C) = 0.021 e, which is not small beside the 0.034 e due to the voltage. Charges sampled thermally in the joined periodic cell would fluctuate more, because charge can also pass through the cell boundary; the theorem equates the minimised charges, not their fluctuations. In this model it does not alter the ionic forces after averaging. The energy is quadratic in the metal charges with a curvature independent of the ions, so integrating over the fluctuations adds an ion-independent constant to the free energy. A charge variance computed from the minimised charges must, however, have this contribution added.

Computed values

```
voltage 2.0 V, front-plane gap 2.40 nm
lattice constant 0.408 nm, layer spacing 0.204 nm
cell side 0.8655 nm, area 0.7491 nm^2
Gaussian width 1/eta 0.050 nm, KE 1.43996 V nm
ions: x, y, height above left front plane (nm), charge (e)
  0.20  0.22  0.45  -0.8
  0.64  0.66  0.55  +0.8
  0.25  0.18  0.98  +0.8
  0.62  0.70  1.02  -0.8
  0.18  0.24  1.50  -0.8
  0.68  0.62  1.42  +0.8
  0.22  0.20  1.86  +0.8
  0.66  0.64  1.98  -0.8
ion dipole -0.1120 e nm
image sum 13.703049 eV, slab kernel 13.703049 eV
random charges: U3-U2 -1.3158493 eV
  formula for U3-U2 -1.3158493 eV
THIN: 1 layer each, back gap 2.0 nm, L 4.40 nm
  outer potential jump of slab 1.93749 V
  response width w 2.3681 nm, L-w 2.0319 nm
  right charge, slab reference 0.080086 e
  field: right charge 0.078830 e
    D -0.030763 V/nm, formula -0.030763 V/nm
  no field: right charge 0.119036 e
    D 0.953550 V/nm, formula 0.953550 V/nm
  excess without field 0.03895 e, plate 0.03947 e
JOINED METAL: layers, slab (e), field (e), difference (e)
  1  0.0800862  0.0686653  -1.14e-02
  2  0.0801672  0.0799458  -2.21e-04
  3  0.0801672  0.0801893  +2.21e-05
  4  0.0801672  0.0801693  +2.06e-06
  5  0.0801672  0.0801673  +5.85e-08
4 layers: L 3.828 nm, |E| 0.52247 V/nm
  |E| = 5.225 MV/cm
  largest single-atom charge difference 3.4e-07 e
  W3-W2 0.0216286 eV, formula 0.0216286 eV
  work to move ion 5: slab -0.631740, field -0.631740 eV
  voltage from integrated field 2.00006 V
  right charge at 0 V 0.046094 e, at 2 V 0.080169 e
  effective gap 2.4298 nm, -M_ion/d 0.046095 e
  charge density at 2 V 1.7147 uC/cm^2
  part due to voltage 0.7288 uC/cm^2
  shift 4 to 5 layers -2.0e-06 e
  shift cutoff exponent 20 to 10 +1.7e-07 e
NEGLECTED (rough: 300 K, 4 eV, eps 2)
  voltage part if ions form layers 2.04 uC/cm^2
  voltage part times eps 1.458 uC/cm^2
  thermal charge fluctuation 0.0210 e
  Thomas-Fermi length 0.0588 nm
  mean gap field 8.33 MV/cm
  tunnel current 4.6e-09 A/cm^2
  time to tunnel the stored charge 3.8e+02 s
```
